# A gauge-invariant kinetic energy density for meta-GGA functionals: test program

```python
"""Gauge behaviour of tau and of tau~ = tau - |j|^2/(2n), Hartree atomic units.
Tests: symbolic transformation laws; finite-difference checks of invariance,
covariance with A, the Lagrange identity, the one-orbital and spinor cases;
quadrature and libxc TPSS for a 3d (m=2) Slater orbital in two gauges."""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

# ---------- 1. symbolic: arbitrary orbitals a+ib, arbitrary chi ----------
X = sp.symbols('x y z', real=True)
a1, b1, a2, b2, chi_s = [sp.Function(s)(*X) for s in ('a1', 'b1', 'a2', 'b2', 'chi')]
C, S = sp.cos(chi_s), sp.sin(chi_s)
red = lambda e: sp.expand(sp.expand(e).xreplace({S**2: 1 - C**2}))
def sym_ingredients(parts):
    n = sum(a**2 + b**2 for a, b in parts)
    j = [sum(a*b.diff(q) - b*a.diff(q) for a, b in parts) for q in X]
    t = sum(a.diff(q)**2 + b.diff(q)**2 for a, b in parts for q in X)/2
    return red(n), [red(c) for c in j], red(t)
parts = [(a1, b1), (a2, b2)]
n0, j0, t0 = sym_ingredients(parts)
n1, j1, t1 = sym_ingredients([(a*C - b*S, a*S + b*C) for a, b in parts])
gs = [chi_s.diff(q) for q in X]
assert sp.expand(n1 - n0) == 0
assert all(sp.expand(j1[i] - j0[i] - n0*gs[i]) == 0 for i in range(3))
assert sp.expand(t1 - t0 - sum(j0[i]*gs[i] + n0*gs[i]**2/2 for i in range(3))) == 0
assert sp.expand(2*n1*t1 - sum(c**2 for c in j1) - 2*n0*t0 + sum(c**2 for c in j0)) == 0
ns, js, ts = sym_ingredients(parts[:1])
assert sp.expand(2*ns*ts - sum(c**2 for c in js) - sum(ns.diff(q)**2 for q in X)/4) == 0

# ---------- 2. finite differences on random complex orbitals ----------
def grad(f, p, h=1e-3):
    out = []
    for k in range(3):
        e = np.zeros((3, 1)); e[k] = h
        out.append((8*(f(p + e) - f(p - e)) - (f(p + 2*e) - f(p - 2*e)))/(12*h))
    return np.array(out)
dot = lambda u, v: np.sum(u*v, axis=0)
def ingredients(orbs, occ, p, A=0.0):
    """n, current, tau (with -i grad + A), and tau_W from the gradient of n itself."""
    dens = lambda q: sum(f*abs(o(q))**2 for o, f in zip(orbs, occ))
    n, j, t = dens(p), 0.0, 0.0
    for o, f in zip(orbs, occ):
        pi = -1j*grad(o, p) + A*o(p)
        j = j + f*np.real(np.conj(o(p))*pi)
        t = t + 0.5*f*np.sum(abs(pi)**2, axis=0)
    g = grad(dens, p)
    return n, j, t, dot(g, g)/(8*n)
rng = np.random.default_rng(1)
def random_orbital():
    c = rng.normal(size=5) + 1j*rng.normal(size=5)
    cen, q, w = rng.uniform(-.5, .5, (3, 1)), rng.normal(size=(3, 1)), rng.uniform(.3, .6)
    return lambda p: ((c[0] + c[1]*p[0] + c[2]*p[1] + c[3]*p[2] + c[4]*p[0]*p[1])
                      * np.exp(-w*dot(p - cen, p - cen) + 1j*dot(q, p)))
orbs, occ = [random_orbital() for _ in range(3)], [1.0, 0.6, 0.3]
P = rng.uniform(-1, 1, (3, 200))
chi = lambda p: 0.7*p[0]*p[1] + 0.4*np.sin(1.3*p[2]) + 0.2*p[0]**2
gchi = np.array([0.7*P[1] + 0.4*P[0], 0.7*P[0], 0.52*np.cos(1.3*P[2])])
gauge = lambda o, c: (lambda p: np.exp(1j*c(p))*o(p))
orbs2 = [gauge(o, chi) for o in orbs]
close = lambda u, v, tol=1e-7: np.max(abs(u - v)) < tol   # FD error ~ h^4 plus rounding
n, j, t, tw = ingredients(orbs, occ, P)
n2, j2, t2, _ = ingredients(orbs2, occ, P)
tt = t - dot(j, j)/(2*n)
assert np.max(abs(t2 - t)) > 0.1
assert close(j2, j + n*gchi) and close(t2, t + dot(j, gchi) + 0.5*n*dot(gchi, gchi))
assert close(t2 - dot(j2, j2)/(2*n2), tt) and np.all(t2 >= tt - 1e-9)
A = 0.5*np.cross(np.array([0.3, -0.2, 0.5]), P.T).T
_, J, tA, _ = ingredients(orbs, occ, P, A)
_, J2, tA2, _ = ingredients(orbs2, occ, P, A - gchi)
assert close(tA, tA2) and close(J, J2) and close(tA - dot(J, J)/(2*n), tt)
lag = sum(occ[i]*occ[k]*np.sum(abs(orbs[i](P)*grad(orbs[k], P) - orbs[k](P)*grad(orbs[i], P))**2, axis=0)
          for i in range(3) for k in range(i + 1, 3))/(2*n)
assert close(tt - tw, lag) and np.all(tt - tw > 0)
n, j, t, tw = ingredients(orbs2[:1], [0.6], P)          # one complex orbital
assert close(t - dot(j, j)/(2*n), tw) and np.max(t - tw) > 0.1
u, v = orbs[:2]                                         # one spinor (u, v)
n, j, t, tw = ingredients([u, v], [1, 1], P)
nn = lambda p: abs(u(p))**2 + abs(v(p))**2
mhat = [lambda p: 2*np.real(np.conj(u(p))*v(p))/nn(p), lambda p: 2*np.imag(np.conj(u(p))*v(p))/nn(p),
        lambda p: (abs(u(p))**2 - abs(v(p))**2)/nn(p)]
assert close(t - dot(j, j)/(2*n) - tw, n*sum(dot(grad(m, P), grad(m, P)) for m in mhat)/8, 1e-6)

# ---------- 3. worked example: 3d, m=2 Slater orbital ----------
zeta, B, R, d_tpss = 3.0, 0.1, 10.0, 2.8
k = np.cross([0, 0, B], [R, 0, 0])[1]/2
N = np.sqrt(15/(32*np.pi))*(2*zeta)**3.5/np.sqrt(720)
psi = lambda p: N*(p[0] + 1j*p[1])**2*np.exp(-zeta*np.sqrt(dot(p, p)))
print(f"zeta = {zeta:.1f} bohr^-1, N = {N:.6f} bohr^-7/2, N^2 = {N*N:.5f} bohr^-7")
print(f"B = {B} a.u. = {B*pc['atomic unit of mag. flux density'][0]:.4e} T, R = {R:.0f} bohr, k = {k:.2f} bohr^-1")
for x0 in (1.0, -1.0):
    p = np.array([[x0], [0.0], [0.0]])
    for name, o in (("original", psi), ("shifted", gauge(psi, lambda q: k*q[1]))):
        n, j, t, tw = ingredients([o], [1], p)
        n, jy, t, tw, jj = n[0], j[1, 0], t[0], tw[0], dot(j, j)[0]/(2*n[0])
        tu = 0.3*(6*np.pi**2)**(2/3)*n**(5/3)
        kk = k if name == "shifted" else 0.0
        assert abs(t/n - (0.5*(2 - zeta)**2 + 0.5*(2/x0 + kk)**2)) < 1e-8
        assert abs((t - jj)/tw - 1) < 1e-8
        if kk == 0:
            assert abs(tw/t - (2 - zeta)**2/((2 - zeta)**2 + 4)) < 1e-8
        print(f"point ({x0:+.0f},0,0) bohr, {name} gauge:")
        print(f"  n = {n:.6f} bohr^-3, j_y = {jy:+.6f} a.u., j_y/n = {jy/n:+.4f} a.u.")
        print(f"  tau = {t:.6f}, j^2/2n = {jj:.6f}, tau~ = {t - jj:.6f}, tau_W = {tw:.6f} Ha/bohr^3")
        print(f"  tau/n = {t/n:.4f}, tau~/n = {(t - jj)/n:.4f} Ha; tau_unif = {tu:.6f} Ha/bohr^3")
        print(f"  z = {tw/t:.5f}, alpha = {(t - tw)/tu:.4f}; with tau~: z = {tw/(t - jj):.5f}, alpha = {abs(t - jj - tw)/tu:.4f}")

def exact_fields(p, kk, m_sign=1):
    """n, grad n (from n itself), j, tau from the Cartesian gradient of e^{iky} psi."""
    r = np.sqrt(dot(p, p)); w = p[0] + 1j*m_sign*p[1]; e = N*np.exp(-zeta*r + 1j*kk*p[1])
    f = e*w**2
    g = -zeta*p/r*f + np.array([2*w*e, 2j*m_sign*w*e + 1j*kk*f, 0*f])
    rho2 = p[0]**2 + p[1]**2
    gn = abs(e)**2*(4*rho2*np.array([p[0], p[1], 0*r]) - 2*zeta*rho2**2*p/r)
    return abs(f)**2, gn, np.imag(np.conj(f)*g), 0.5*np.sum(abs(g)**2, axis=0)
n, gn, j, t = exact_fields(np.array([[1e-4], [0.0], [1.0]]), 0.0)
z_axis = (dot(gn, gn)/(8*n*t))[0]
assert abs(z_axis - 0.5) < 1e-6
print(f"z at rho = 1e-4 bohr, height 1 bohr (axis limit) = {z_axis:.5f}")

def run(nr, nt, nphi, rmax=6.0):
    xr, wr = np.polynomial.legendre.leggauss(nr); xc, wc = np.polynomial.legendre.leggauss(nt)
    r, c, ph = np.meshgrid(rmax*(xr + 1)/2, (xc + 1)/2, 2*np.pi*np.arange(nphi)/nphi, indexing='ij')
    W = (wr[:, None, None]*rmax/2*wc[None, :, None]*2*np.pi/nphi*r**2).ravel()  # upper half doubled
    s = np.sqrt(1 - c**2)
    p = np.array([(r*s*np.cos(ph)).ravel(), (r*s*np.sin(ph)).ravel(), (r*c).ravel()])
    n, gn, j, t = exact_fields(p, 0.0); _, _, j2, t2 = exact_fields(p, k)
    tw = dot(gn, gn)/(8*n)
    taus = {"tau": t, "tau shifted": t2, "tau~": t - dot(j, j)/(2*n), "tau~ shifted": t2 - dot(j2, j2)/(2*n)}
    def eps(code, tau, rows=6):
        rho = np.zeros((2, 6, n.size)); rho[0, 0] = n; rho[0, 1:4] = gn; rho[0, 5] = tau
        return libxc.eval_xc(code, rho[:, :rows].copy(), spin=1, deriv=0)[0]
    pbe = eps(',GGA_C_PBE', t, 4)
    out = {"norm": W @ n, "TW": W @ tw, "Tj": W @ (dot(j, j)/(2*n)), "EcPBE": W @ (n*pbe)}
    for key, tau in taus.items():
        z = tw/tau; rev = pbe*(1 - z**2)
        out[key] = (W @ tau, W @ (n*eps('MGGA_X_TPSS,', tau)), W @ (n*eps(',MGGA_C_TPSS', tau)),
                    W @ (n*rev*(1 + d_tpss*rev*z**3)))
    nd, gd, jd, td = exact_fields(p, 0.0, -1)           # m=-2, spin down
    out["pair"] = (W @ (t + td - dot(j + jd, j + jd)/(2*(n + nd))),
                   W @ (dot(gn + gd, gn + gd)/(8*(n + nd))),
                   W @ (taus["tau~"] + td - dot(jd, jd)/(2*nd)))
    return out
co, fi = run(70, 24, 12), run(110, 36, 20)
assert abs(fi["norm"] - 1) < 1e-8 and abs(fi["tau"][0] - zeta**2/2) < 1e-8
assert abs(fi["Tj"] - zeta**2/3) < 1e-8 and abs(fi["TW"] - zeta**2/6) < 1e-8
assert abs(fi["tau shifted"][0] - fi["tau"][0] - k*k/2) < 1e-8
keys = ("tau", "tau shifted", "tau~", "tau~ shifted")
for key in keys:
    assert abs(fi[key][1] - co[key][1]) < 5e-5 and abs(fi[key][2] - co[key][2]) < 5e-5  # grid convergence
    assert abs(fi[key][2] - fi[key][3]) < 1e-5          # libxc TPSS vs one-spin formula
assert abs(fi["tau~"][2]) < 1e-6 and abs(fi["tau~ shifted"][2]) < 1e-6 and fi["tau"][2] < -1e-3
assert abs(fi["tau~"][1] - fi["tau~ shifted"][1]) < 1e-8
assert abs(fi["tau"][1] - fi["tau shifted"][1]) > 1e-6
assert np.allclose(fi["pair"], (zeta**2, zeta**2/3, zeta**2/3), atol=1e-7)
print(f"norm = {fi['norm']:.6f}; T_W = {fi['TW']:.6f} Ha; int j^2/2n = {fi['Tj']:.6f} Ha; k^2/2 = {k*k/2:.6f} Ha")
print(f"PBE correlation energy = {fi['EcPBE']:.4f} Ha; TPSS d = {d_tpss} Ha^-1")
eV = pc['Hartree energy in eV'][0]
for key in keys:
    T, ex, ec, ecf = [round(q, 4) + 0.0 for q in fi[key]]
    print(f"{key}: integral = {T:.4f} Ha, TPSS Ex = {ex:.4f} Ha, Ec = {ec:.4f} Ha (formula {ecf:.4f} Ha)")
print(f"spurious TPSS Ec with raw tau = {fi['tau'][2]*eV:.3f} eV")
print(f"TPSS Ex(tau~) - Ex(tau) = {(fi['tau~'][1] - fi['tau'][1])*eV:.3f} eV")
print(f"gauge shift with raw tau: Ex {(fi['tau shifted'][1] - fi['tau'][1])*eV:+.3f} eV, Ec {(fi['tau shifted'][2] - fi['tau'][2])*eV:+.3f} eV")
print("pair m=+2 up, m=-2 down: spin-summed tau~ = %.4f Ha, T_W = %.4f Ha, spin-resolved tau~ = %.4f Ha" % fi["pair"])
print("ALL CHECKS PASSED")
```

Printed output:

```
zeta = 3.0 bohr^-1, N = 7.616559 bohr^-7/2, N^2 = 58.01198 bohr^-7
B = 0.1 a.u. = 2.3505e+04 T, R = 10 bohr, k = 0.50 bohr^-1
point (+1,0,0) bohr, original gauge:
  n = 0.143797 bohr^-3, j_y = +0.287595 a.u., j_y/n = +2.0000 a.u.
  tau = 0.359493, j^2/2n = 0.287595, tau~ = 0.071899, tau_W = 0.071899 Ha/bohr^3
  tau/n = 2.5000, tau~/n = 0.5000 Ha; tau_unif = 0.179890 Ha/bohr^3
  z = 0.20000, alpha = 1.5987; with tau~: z = 1.00000, alpha = 0.0000
point (+1,0,0) bohr, shifted gauge:
  n = 0.143797 bohr^-3, j_y = +0.359493 a.u., j_y/n = +2.5000 a.u.
  tau = 0.521265, j^2/2n = 0.449367, tau~ = 0.071899, tau_W = 0.071899 Ha/bohr^3
  tau/n = 3.6250, tau~/n = 0.5000 Ha; tau_unif = 0.179890 Ha/bohr^3
  z = 0.13793, alpha = 2.4980; with tau~: z = 1.00000, alpha = 0.0000
point (-1,0,0) bohr, original gauge:
  n = 0.143797 bohr^-3, j_y = -0.287595 a.u., j_y/n = -2.0000 a.u.
  tau = 0.359493, j^2/2n = 0.287595, tau~ = 0.071899, tau_W = 0.071899 Ha/bohr^3
  tau/n = 2.5000, tau~/n = 0.5000 Ha; tau_unif = 0.179890 Ha/bohr^3
  z = 0.20000, alpha = 1.5987; with tau~: z = 1.00000, alpha = 0.0000
point (-1,0,0) bohr, shifted gauge:
  n = 0.143797 bohr^-3, j_y = -0.215696 a.u., j_y/n = -1.5000 a.u.
  tau = 0.233671, j^2/2n = 0.161772, tau~ = 0.071899, tau_W = 0.071899 Ha/bohr^3
  tau/n = 1.6250, tau~/n = 0.5000 Ha; tau_unif = 0.179890 Ha/bohr^3
  z = 0.30769, alpha = 0.8993; with tau~: z = 1.00000, alpha = 0.0000
z at rho = 1e-4 bohr, height 1 bohr (axis limit) = 0.50000
norm = 1.000000; T_W = 1.500000 Ha; int j^2/2n = 3.000000 Ha; k^2/2 = 0.125000 Ha
PBE correlation energy = -0.0074 Ha; TPSS d = 2.8 Ha^-1
tau: integral = 4.5000 Ha, TPSS Ex = -0.4191 Ha, Ec = -0.0070 Ha (formula -0.0070 Ha)
tau shifted: integral = 4.6250 Ha, TPSS Ex = -0.4192 Ha, Ec = -0.0070 Ha (formula -0.0070 Ha)
tau~: integral = 1.5000 Ha, TPSS Ex = -0.4437 Ha, Ec = 0.0000 Ha (formula 0.0000 Ha)
tau~ shifted: integral = 1.5000 Ha, TPSS Ex = -0.4437 Ha, Ec = 0.0000 Ha (formula 0.0000 Ha)
spurious TPSS Ec with raw tau = -0.191 eV
TPSS Ex(tau~) - Ex(tau) = -0.670 eV
gauge shift with raw tau: Ex -0.004 eV, Ec +0.001 eV
pair m=+2 up, m=-2 down: spin-summed tau~ = 9.0000 Ha, T_W = 3.0000 Ha, spin-resolved tau~ = 3.0000 Ha
ALL CHECKS PASSED
```
